Half-precession switching time when a voltage cancels perpendicular anisotropy, part 2

A voltage pulse switches a thin magnetic layer between two rest positions by removing its perpendicular anisotropy, while a fixed in-plane field B turns the magnetization. The layer is a macrospin: one unit vector m describes it. The x axis lies along B and z along the film normal. Fields are in tesla, and γ > 0 is in rad s⁻¹ T⁻¹. Temperature and spin torques from a current are left out, and the voltage V is switched instantaneously.

The layer has thickness t_f, saturation magnetization M_s and interface anisotropy K_i. The barrier has thickness d, and ξ is the coefficient by which the electric field V/d changes the anisotropy energy. Positive V weakens the anisotropy. The effective field is

B_eff = (B, 0, B_k(V) m_z),

where the anisotropy field B_k(V) is linear in V and includes the demagnetizing energy ½ μ₀M_s²t_f per area. B_k without argument is its value at V = 0, and V_c is the voltage at which B_k(V_c) = 0.

Without damping, the equation of motion is

dm/dt = −γ m × B_eff,

and the cross product has the components

(m × B_eff)_x = m_y B_k(V) m_z,

(m × B_eff)_y = m_z B − m_x B_k(V) m_z,

(m × B_eff)_z = −m_y B.

With b = B/B_k < 1 and s = √(1 − b²), the rest positions at V = 0 are (b, 0, ±s). A pulse at V_c that starts from the upper one gives

m(t) = (b, −s sin γBt, s cos γBt),

which reaches the lower one at

t_half = π/(γB).

The example uses M_s = 1.0 MA/m, t_f = 1.0 nm, K_i = 0.73 mJ/m², d = 1.5 nm, ξ = 100 fJ/(V m), B = 40 mT and γ = 1.7588 × 10¹¹ rad s⁻¹ T⁻¹ (g-factor 2). The demagnetizing energy is that of a laterally extended film. These values give B_k = 203.4 mT and V_c = 1.53 V.

## Damping, pulse length and incomplete cancellation

The symbols carried over are these. The unit magnetization is m, the in-plane field B points along x, and γ > 0 is the gyromagnetic ratio. At zero voltage the net perpendicular anisotropy field is B_k, with b = B/B_k < 1 and s = √(1 − b²). The rest positions are (b, 0, ±s), and the energy divided by the moment is

e = −½ B_k m_z² − B m_x = ½ B_k [(m_x − b)² + m_y²] − ½ B_k (1 + b²).

The voltage V_c cancels B_k. Without damping, a pulse of length t_half = π/(γB) then carries m from one rest position to the other. In the numerical example B = 40 mT, B_k = 203.4 mT, b = 0.1967, γB = 7.035 rad/ns and t_half = 0.44655 ns.

Damping is described by Gilbert's term with the dimensionless constant α:

dm/dt = −γ m × B_eff + α m × dm/dt.

The derivative stands on both sides. To solve for it, take the cross product of m with the whole equation. Since m keeps unit length, m · dm/dt = 0, and the double product m × (m × dm/dt) is −dm/dt. This gives

m × dm/dt = −γ m × (m × B_eff) − α dm/dt.

Insert this in the damping term and collect the derivatives on the left:

(1 + α²) dm/dt = −γ m × B_eff − αγ m × (m × B_eff).

During an exactly cancelling pulse, B_eff = (B, 0, 0). The double product is m(m · B_eff) − B_eff, which has the components B(m_x² − 1), B m_x m_y and B m_x m_z. The equations of motion become

(1 + α²) dm_x/dt = αγB (1 − m_x²),

(1 + α²) dm_y/dt = −γB m_z − αγB m_x m_y,

(1 + α²) dm_z/dt = γB m_y − αγB m_x m_z.

Describe the motion about x by a radius r and an angle φ, with r² = 1 − m_x² and

m_y = −r sin φ, m_z = r cos φ.

The angle starts at zero. Differentiating these two expressions and forming the combination in which dr/dt cancels gives

m_z dm_y/dt − m_y dm_z/dt = −r² dφ/dt.

The equations of motion give for the same combination −γB(m_y² + m_z²)/(1 + α²), since the two terms with α cancel. The sum of squares is r², and so

dφ/dt = γB/(1 + α²).

The half turn, φ = π, therefore takes

t = π(1 + α²)/(γB).

The correction to the time is of second order in α. The landing point changes in first order. Dividing the equation for m_x by 1 − m_x² gives

d(artanh m_x)/dt = αγB/(1 + α²),

and multiplying this constant rate by the half-turn time gives πα. At the end of the half turn

m_x = tanh(artanh b + πα), m_y = 0, m_z = −√(1 − m_x²).

Damping pulls m towards the field, so that it lands with too large a tilt. For α = 0.02 the half turn takes 0.44655 × 1.0004 ns = 0.44673 ns. The argument of the hyperbolic tangent is 0.1993 + 0.0628 = 0.2621, so that m_x = 0.2563 and m_z = −0.9666, compared with 0.1967 and −0.9805 at the rest position. The remaining deviation must decay after the pulse.

Whether it decays into the intended state can be decided from the energy. At constant voltage, e changes at the rate de/dt = −B_eff · dm/dt, because B_eff is minus the gradient of e. The precession term is perpendicular to B_eff and contributes nothing. For the damping term,

B_eff · [m × (m × B_eff)] = (m · B_eff)² − |B_eff|² = −|m × B_eff|²,

and therefore

de/dt = −αγ |m × B_eff|²/(1 + α²).

The energy cannot rise. To go from one hemisphere to the other, m must pass through m_z = 0. There e = −B m_x, which is at least −B, since m_x is at most 1. A state with e < −B can thus never cross the film plane while the voltage stays off.

The value −B belongs to the point m = (1, 0, 0), which is the lowest pass between the two minima. Near it, m_x ≈ 1 − ½(m_y² + m_z²), and the energy is

e ≈ −B + ½ B m_y² − ½ (B_k − B) m_z².

It rises along y and falls along z when b < 1, as a saddle should.

Let the pulse end with the component m_x and the angle φ. Then m_z² = (1 − m_x²) cos² φ, and the condition e < −B reads

½ B_k (1 − m_x²) cos² φ > B (1 − m_x).

Dividing by the positive quantity ½ B_k (1 − m_x)(1 + m_x) gives

cos² φ > 2b/(1 + m_x).

If this holds and cos φ is negative, m is confined to the lower hemisphere. With damping it loses energy until the torque vanishes. The zero-torque states at V = 0 are the two minima and the points (±1, 0, 0). The last two have energies −B and +B, which are too high, so the motion ends at (b, 0, −s).

For a pulse without appreciable damping, m_x = b and φ = γBt. During the first turn, reversal is then guaranteed if

|γBt − π| < arccos √(2b/(1 + b)),

provided that some damping acts afterwards. In the example,

2b/(1 + b) = 0.3934/1.1967 = 0.3287.

The square root is 0.573, and the permitted deviation is 55.0°, or 0.960 rad. Divided by 7.035 rad/ns, this is 0.136 ns on either side of t_half. Pulses between 0.310 and 0.583 ns therefore switch the layer. In this example, with temperature left out, the precise half turn is the centre of a broad window rather than a sharp requirement. In a small element at room temperature, random thermal fields can make pulses near the edges of the window fail, so the usable range is narrower.

Outside the window there are two cases. If the inequality for cos² φ holds but cos φ is positive, as after a very short pulse or one close to a full turn, m is confined to the upper hemisphere and the bit is not reversed. If cos² φ is smaller than 2b/(1 + m_x), the energy no longer confines m. The completed square shows what happens then. Without damping, m_x and m_y after the pulse move on a circle about (b, 0), whose radius ρ is given by ρ² = (m_x − b)² + m_y². The points of the film plane, m_z = 0, form the unit circle about the origin. The orbit stays in one hemisphere if its circle fits inside the unit circle, which means ρ < 1 − b. This is the condition e < −B once more. A larger orbit meets the unit circle, and m passes back and forth between the hemispheres. With weak damping such crossings remain possible until its energy drops below −B, and m is then caught on the side where it happens to be. The result depends on α and on the pulse length, and no statement from the energy alone can predict it.

Numerical integration supports both parts of this picture. Undamped orbits started 1 % of t_half inside either edge of the window remain in the lower hemisphere, and those started 1 % outside cross the film plane. With α = 0.05 acting throughout, pulses of 0.75, 1.00 and 1.25 t_half all relax to m_z = −0.9805. A pulse of 2.00 t_half, which is nearly a full turn, relaxes to +0.9805 and leaves the bit unchanged.

The window also shows the price of speed. A larger B shortens t_half, but at fixed B_k it raises b and narrows the permitted range of angles. This range shrinks from 90° on either side for b → 0 to nothing for b → 1. The tolerance in time shrinks faster still, since the angle is also divided by γB.

The voltage, too, has been assumed to be exact. Let it instead be V = (1 − δ)V_c. The anisotropy field is linear in V, equals B_k at V = 0 and vanishes at V_c, so the part left over is

B_k(V) = B_k (1 − V/V_c) = δB_k.

Positive δ means that the pulse is too weak. Negative δ means that it is too strong and creates an easy plane. Take α = 0 again. The equation for m_z is unchanged, dm_z/dt = γB m_y, but m_x is no longer constant. What is conserved is the energy during the pulse, −½ δB_k m_z² − B m_x. Equating it to its initial value, at m_x = b and m_z = s, gives

B m_x + ½ δB_k m_z² = Bb + ½ δB_k s²,

m_x = b + δ(s² − m_z²)/(2b).

Write q = s² − m_z². The unit length of m then determines m_y:

m_y² = 1 − m_z² − m_x²

= 1 − m_z² − b² − δq − δ²q²/(4b²)

= q [1 − δ − δ²q/(4b²)].

In the last step 1 − b² = s² was used, which turns the first three terms into q.

At the start m_y = 0, and the equation for m_y gives dm_y/dt = −γ(B − δB_k b)s = −γB(1 − δ)s. For δ < 1 this is negative, so m_z begins to fall. It continues to fall as long as m_y does not return to zero. If the square bracket stays positive for all q up to its largest value s², which is reached at m_z = 0, the next zero of m_y is at q = 0 on the other side, where m_z = −s. There m_x = b again. The half trip thus still ends precisely at the lower rest position; what has changed is its duration.

To find the duration, integrate dt = dm_z/(γB m_y) from m_z = s to −s. Both dm_z and m_y are negative, so their absolute values may be used. With m_z = s cos ψ one has q = s² sin² ψ and |dm_z| = s sin ψ dψ. The factor s sin ψ cancels against the square root of q, leaving

T = (1/(γB)) ∫₀^π dψ / √(1 − δ − δ²s² sin² ψ/(4b²)).

Taking √(1 − δ) out of the root gives

T = 2K(k²)/(γB √(1 − δ)), k² = δ²s²/[4b²(1 − δ)],

where K(k²) is the complete elliptic integral of the first kind, the integral of 1/√(1 − k² sin² ψ) from 0 to π/2. The factor 2 arises because the integral from 0 to π is twice this.

For δ = 0, K = π/2 and T = t_half. For small δ, use K ≈ (π/2)(1 + k²/4) and 1/√(1 − δ) ≈ 1 + δ/2 + 3δ²/8. To second order,

T/t_half ≈ 1 + δ/2 + [3/8 + s²/(16b²)] δ².

In the example the square bracket is 0.375 + 1.553 = 1.93. If the voltage is 5 % too low, δ = 0.05 and the estimate is a lengthening by 2.5 % + 0.5 % = 3.0 %. The full formula gives 3.02 %, or 0.460 ns. If the voltage is 5 % too high, the two terms have opposite signs, and the half trip is shorter by 2.05 %, at 0.437 ns.

The large second-order coefficient comes from 1/b²: the leftover field δB_k has to be small compared with B, not merely with B_k. At δ = 0.20 the time is 22.4 % longer than t_half, whereas at δ = −0.20 it is 3.3 % shorter. The expansion to second order would give 17.7 % and −2.3 %, so it is no longer accurate there.

The reversal fails when the square bracket in m_y² reaches zero at m_z = 0, that is, when k² = 1. This condition is

s²δ² + 4b²δ − 4b² = 0.

Its solutions are δ = [−2b² ± 2b √(b² + s²)]/s². Since b² + s² = 1 and s² = (1 − b)(1 + b), they simplify to 2b/(1 + b) and −2b/(1 − b). A half trip into the other hemisphere therefore requires

−2b/(1 − b) < δ < 2b/(1 + b).

For b = 0.1967 the limits are −0.490 and 0.329. At either limit the expression for m_x gives m_x = +1 or −1 at m_z = 0. The orbit runs into a point of zero torque, and T diverges. Beyond the limits, as long as δ < 1, m_y vanishes while m_z is still positive, and m turns back. Numerical integration with δ at 0.99 and 1.01 times each limit finds crossing in the first case and none in the second.

These limits presuppose a pulse whose length is matched to T. They do not say how large an error in voltage is tolerable at a fixed pulse length. They also show that exact cancellation is sufficient for the time π/(γB) but not necessary. In the example T is below t_half at δ = −0.20 and grows without bound as δ approaches −0.490. Since it varies continuously in between, it must equal t_half once more at some stronger voltage. That coincidence depends on b, whereas at exact cancellation the time is π/(γB) for every b < 1.

Edges of finite duration are not covered by a constant δ, because the leftover anisotropy then changes while m is moving. Treating the edges as instantaneous is justified if m hardly moves during them. Rise and fall times short compared with both 1/(γB_k) and 1/(γB) are sufficient for this: while the voltage lies between 0 and V_c, the effective field is at most B + B_k in magnitude, so without damping m moves no faster than γ(B + B_k). The numerical output that follows lists the values used in the example.

Numbers as computed

```
gyromagnetic ratio (g = 2): 1.75882e+11 rad/(s T)
saturation magnetization: 1.00 MA/m
film thickness: 1.00 nm
interface anisotropy K_i: 0.730 mJ/m^2
demagnetizing energy per area: 0.6283 mJ/m^2
net anisotropy per area: 0.1017 mJ/m^2
barrier thickness: 1.50 nm
voltage coefficient xi: 100.0 fJ/(V m)
in-plane field B: 40.0 mT
effective anisotropy field B_k: 203.36 mT
b = B/B_k: 0.1967 (dimensionless)
initial m_z = s: 0.9805 (dimensionless)
initial tilt from film normal: 11.34 deg
cancellation voltage V_c: 1.5252 V
electric field at V_c: 1.0168 V/nm
angular frequency gamma*B: 7.0353 rad/ns
precession frequency: 1.1197 GHz
B = 20 mT: half-turn time simulated 0.89310 ns, formula 0.89310 ns
B = 40 mT: half-turn time simulated 0.44655 ns, formula 0.44655 ns
B = 80 mT: half-turn time simulated 0.22327 ns, formula 0.22327 ns
time of m_z = 0 at 40 mT: 0.22327 ns
window half-width in angle: 55.02 deg
guaranteed pulse window: 0.3101 to 0.5830 ns
alpha = 0.02: half-turn time 0.44673 ns
alpha = 0.02: endpoint m_x 0.2563, m_z -0.9666 (dimensionless)
alpha = 0.05, pulse 0.75 t_half: final m_z -0.9805 (dimensionless)
alpha = 0.05, pulse 1.00 t_half: final m_z -0.9805 (dimensionless)
alpha = 0.05, pulse 1.25 t_half: final m_z -0.9805 (dimensionless)
alpha = 0.05, pulse 2.00 t_half: final m_z +0.9805 (dimensionless)
uncancelled fraction -0.20: half-trip time 0.43162 ns, change -3.34 %
uncancelled fraction -0.05: half-trip time 0.43741 ns, change -2.05 %
uncancelled fraction +0.05: half-trip time 0.46004 ns, change +3.02 %
uncancelled fraction +0.20: half-trip time 0.54672 ns, change +22.43 %
first-order slope of T/t_half in delta: 0.5003 (dimensionless)
limits of delta for crossing: -0.4897 to 0.3287 (dimensionless)
```
